# Scalar-relativistic and j-averaged Dirac levels of the lead atom

## Problem

A Dirac calculation for the lead atom gives two 5d levels, one 6s level and two 6p levels. A scalar-relativistic calculation gives one level for each of 5d, 6s and 6p. How well does the scalar level represent the average of the Dirac levels?

The atom is neutral and spherical, with configuration [Xe]4f$^{14}$5d$^{10}$6s$^2$6p$^2$, and is not spin-polarised. Both calculations use a point nucleus and the local density approximation (LDA) with Slater exchange and VWN correlation, without relativistic exchange or Breit corrections. The 6p electrons are shared between $j=1/2$ and $j=3/2$ in proportion to $2j+1$. Hartree atomic units are used, and the rest energy is subtracted from $E$.

With $P=rg$ and $Q=rf$, the radial Dirac equations are

$$P'=-\frac{\kappa}{r}P+2Mc\,Q,\qquad Q'=\frac{\kappa}{r}Q+\frac{V-E}{c}P,\qquad M=1+\frac{E-V}{2c^2}. \tag{1}$$

Here $\kappa=-l-1$ for $j=l+1/2$, and $\kappa=l$ for $j=l-1/2$ with $l>0$.

1. Derive the Koelling-Harmon (KH) equation by isolating the spin-orbit term. In which order does its omission affect the $j$-average?
2. Find the density that belongs to the KH equation.
3. Compare energies and mean radii for 5d, 6s and 6p. Which level is worst, and does the answer depend on the measure?
4. Separate the error of the KH equation from the effect of the changed self-consistent potential.

## Hints

**Hint 1.** Use $\phi=g'/(2Mc)$ in place of $f$. Look for a term that distinguishes the two values of $\kappa$ belonging to the same $l$.

**Hint 2.** A level with quantum number $\kappa$ has $2j+1=2|\kappa|$ states. Average $\kappa+1$ and $(\kappa+1)^2$ with these weights.

**Hint 3.** Differentiate the KH equations with respect to $E$ and form a Wronskian. The weight that appears is the density.

**Hint 4.** Solve the Dirac equation once more, in the converged KH potential.

## Solution

### 1. The KH equation

Since $P'=g+rg'$ and $Q'=f+rf'$, equations (1) become

$$g'=-\frac{\kappa+1}{r}g+2Mc f,\qquad f'=\frac{\kappa-1}{r}f+\frac{V-E}{c}g.$$

Solving the first for $f$ gives

$$f=\phi+\frac{\kappa+1}{2Mcr}g. \tag{2}$$

Differentiate (2), using $g'/(2Mc)=\phi$:

$$f'=\phi'+(\kappa+1)\left[\frac{\phi}{r}-\frac{g}{2Mcr^2}-\frac{M'g}{2M^2cr}\right].$$

Inserting (2) into the equation for $f'$ gives a second expression:

$$f'=\frac{\kappa-1}{r}\phi+\frac{\kappa^2-1}{2Mcr^2}g+\frac{V-E}{c}g.$$

Equate the two. The coefficient of $\phi/r$ is $(\kappa-1)-(\kappa+1)=-2$. That of $g/(2Mcr^2)$ is $(\kappa^2-1)+(\kappa+1)=\kappa(\kappa+1)$, which equals $l(l+1)$ for both values of $\kappa$. Hence

$$\phi'=-\frac{2}{r}\phi+\left[\frac{l(l+1)}{2Mcr^2}+\frac{V-E}{c}+(\kappa+1)\frac{M'}{2M^2cr}\right]g. \tag{3}$$

This is still the Dirac equation. The last term is the spin-orbit term. Because $M'=-V'/(2c^2)$, it equals $-(\kappa+1)V'g/(4M^2c^3r)$. Dropping it gives the KH equation, in which $M$ still contains the scalar relativistic effects.

For an s level $\kappa+1=0$, so nothing is dropped: KH and Dirac have the same s levels in the same potential.

For $l>0$, multiply the spin-orbit term by $\lambda$, so that $\lambda=0$ is KH and $\lambda=1$ is Dirac. In a given potential, (3) then depends on $\kappa$ only through $s=\lambda(\kappa+1)$. For small $s$ write

$$E(s)=E_{\rm KH}+E_1s+E_2s^2+O(s^3).$$

The weights are $w_\kappa=|\kappa|/(2l+1)$, and

$$\sum_\kappa w_\kappa(\kappa+1)=\frac{(l+1)(-l)+l(l+1)}{2l+1}=0,$$

$$\sum_\kappa w_\kappa(\kappa+1)^2=\frac{(l+1)l^2+l(l+1)^2}{2l+1}=l(l+1). \tag{4}$$

Therefore

$$\bar E-E_{\rm KH}=\lambda^2l(l+1)E_2+O(\lambda^3). \tag{5}$$

The splitting is of first order in the spin-orbit term; the error of the average begins in second order. A large splitting therefore does not by itself imply a poor average.

As $c\to\infty$, $M\to1$. Multiplying (3) by $2c$ and using $2c\phi\to g'$ gives the Schrödinger equation

$$g''+\frac{2}{r}g'=\left[\frac{l(l+1)}{r^2}+2(V-E)\right]g.$$

### 2. Density and energy correction

The Dirac radial density is $g^2+f^2$. Square (2) and average over $\kappa$ at common $g$ and $\phi$. By (4) the cross term vanishes and $(\kappa+1)^2$ averages to $l(l+1)$. Adding $g^2$ gives

$$g^2+\phi^2+\frac{l(l+1)}{(2Mcr)^2}g^2. \tag{6}$$

The KH equation itself leads to the same density. With $F=r\phi$ it reads

$$P'=\frac{P}{r}+2McF,\qquad F'=-\frac{F}{r}+WP,\qquad W=\frac{l(l+1)}{2Mcr^2}+\frac{V-E}{c}.$$

Let a dot denote $\partial/\partial E$. In the derivative of $P\dot F-F\dot P$, the terms in $1/r$ cancel, as do those in $W P\dot P$ and $2McF\dot F$. What remains comes from the explicit energy dependence:

$$\frac{d}{dr}(P\dot F-F\dot P)=\dot W P^2-2\dot M cF^2.$$

Since $\dot M=1/(2c^2)$,

$$\dot W=-\frac1c\left[1+\frac{l(l+1)}{(2Mcr)^2}\right],\qquad 2\dot Mc=\frac1c,$$

and so

$$\frac{d}{dr}(P\dot F-F\dot P)=-\frac{\rho}{c},\qquad \rho=\left[1+\frac{l(l+1)}{(2Mcr)^2}\right]P^2+F^2. \tag{7}$$

This is $r^2$ times (6). It is the density in the following sense. The potential enters the KH equations only through $E-V$, so for small changes $\delta V(r)$ and $\delta E$ the same algebra gives $\frac{d}{dr}(P\,\delta F-F\,\delta P)=-\rho\,(\delta E-\delta V)/c$. For a bound state the left side integrates to zero over all $r$, so $\delta E=\int\rho\,\delta V\,dr/\int\rho\,dr$. The KH mean radius is $\langle r\rangle=\int r\rho\,dr/\int\rho\,dr$. For a Dirac level, $\rho=P^2+Q^2$.

Equation (7) also tells us how to correct a trial energy. Integrate outward from the nucleus and inward from large $r$, and scale the two solutions to the same $P$ at a matching radius. Keep this $P$ fixed as $E$ varies, so $\dot P=0$ there. Integrating (7) over the inner and outer regions, with norms $N_{\rm out}$ and $N_{\rm in}$, gives

$$\dot F_{\rm out}=-\frac{N_{\rm out}}{cP},\qquad \dot F_{\rm in}=+\frac{N_{\rm in}}{cP}.$$

Requiring $F_{\rm out}+\dot F_{\rm out}\delta E=F_{\rm in}+\dot F_{\rm in}\delta E$ yields

$$\delta E=\frac{cP(F_{\rm out}-F_{\rm in})}{N_{\rm out}+N_{\rm in}}.$$

The same formula holds for Dirac levels with $F$ replaced by $Q$. The step is repeated until $\delta E$ is negligible, while the number of nodes of $P$, $n-l-1$, identifies the level.

With each $\rho_i$ normalised to one and $q_i$ electrons in level $i$, the potential follows from

$$n(r)=\frac{1}{4\pi r^2}\sum_i q_i\rho_i(r),\qquad V(r)=-\frac Zr+\int\frac{n(r')}{|\mathbf r-\mathbf r'|}d^3r'+v_{\rm xc}[n](r).$$

Levels and potential are iterated to self-consistency, separately for each scheme.

### 3. Self-consistent comparison

The Dirac calculation gives these levels:

| Level | $E$ (hartree) | $\langle r\rangle$ (bohr) |
|---|---:|---:|
| 5d$_{3/2}$ | −0.837107 | 1.27905 |
| 5d$_{5/2}$ | −0.741507 | 1.32919 |
| 6s$_{1/2}$ | −0.450770 | 2.30743 |
| 6p$_{1/2}$ | −0.177140 | 2.99777 |
| 6p$_{3/2}$ | −0.121778 | 3.49908 |

The digits are kept so that small differences between two calculations in the same model can be formed. They do not express the accuracy of LDA for a real lead atom.

The 6p levels hold two and four states, so

$$\bar E_{6p}=\frac{2(-0.177140)+4(-0.121778)}{6}=-0.140232\ \text{hartree},$$

$$\bar r_{6p}=\frac{2(2.99777)+4(3.49908)}{6}=3.33198\ \text{bohr}.$$

For 5d the weights are four and six:

$$\bar E_{5d}=\frac{4(-0.837107)+6(-0.741507)}{10}=-0.779747\ \text{hartree},$$

$$\bar r_{5d}=\frac{4(1.27905)+6(1.32919)}{10}=1.30913\ \text{bohr}.$$

The KH energies are $-0.782532$, $-0.452676$ and $-0.136061$ hartree for 5d, 6s and 6p. The corresponding radii are 1.30701, 2.30457 and 3.34407 bohr. Define every deviation as KH minus $j$-average. For 6p,

$$\Delta E=-0.136061+0.140232=+0.004171\ \text{hartree}=+0.1135\ \text{eV},$$

$$\Delta r=3.34407-3.33198=+0.01209\ \text{bohr}.$$

Percentages below are relative to the magnitude of the Dirac average.

| Level | $\Delta E$ (mhartree) | $\Delta E$ (%) | $\Delta r$ (bohr) | $\Delta r$ (%) |
|---|---:|---:|---:|---:|
| 5d | −2.79 | −0.36 | −0.0021 | −0.16 |
| 6s | −1.91 | −0.42 | −0.0029 | −0.12 |
| 6p | +4.17 | +2.97 | +0.0121 | +0.36 |

Among these three levels, 6p is worst by all four measures. The margin depends on the measure: the absolute energy deviation is about 1.5 times that of 5d, whereas the relative one is about 7 times the next largest, that of 6s.

The splitting alone would have suggested a different order. It is 0.0956 hartree for 5d and 0.0554 hartree for 6p, so 5d has the larger absolute splitting but the smaller error of the average. Equation (5), in which the first-order effect cancels, refers to a fixed potential, so it must be compared with the equation errors of part 4. These rank the two levels in the same way: 1.95 millihartree for 5d and 5.29 millihartree for 6p. Relative to the mean energy, the splitting is 12% for 5d and 39% for 6p. That shows how strongly 6p is affected, but it does not prove the ranking; the ranking is a numerical result for this atom and this model.

### 4. Equation error and potential change

Let $\bar E_D[V]$ be the Dirac average in potential $V$. Adding and subtracting $\bar E_D[V_{\rm KH}]$ gives

$$E_{\rm KH}[V_{\rm KH}]-\bar E_D[V_D]
=\underbrace{E_{\rm KH}[V_{\rm KH}]-\bar E_D[V_{\rm KH}]}_{\text{equation}}
+\underbrace{\bar E_D[V_{\rm KH}]-\bar E_D[V_D]}_{\text{potential}}. \tag{8}$$

In millihartree the result is:

| Level | Equation | Potential | Sum |
|---|---:|---:|---:|
| 5d | +1.95 | −4.73 | −2.79 |
| 6s | 0.00 | −1.91 | −1.91 |
| 6p | +5.29 | −1.12 | +4.17 |

(To three decimals the 5d entries are +1.949, −4.734 and −2.785.)

The 6s equation error vanishes, as derived in part 1. Its whole deviation comes from the potential. For 5d the potential part outweighs the equation error and reverses the sign. For 6p it removes about one fifth of the equation error. The good self-consistent agreement of a level is therefore not a direct measure of the quality of the KH equation.

In the common KH potential, the relative energy errors are 0.25% for 5d and 3.74% for 6p. The radius deviations are 0.0001 bohr, or 0.01%, for 5d and 0.0217 bohr, or 0.65%, for 6p. Thus 6p is again worst by all four measures, and more clearly so. These percentages are relative to the Dirac averages in the KH potential.

A good average does not make KH a good description of each spinor. The KH 6p energy lies $0.177140-0.136061=0.041079$ hartree above 6p$_{1/2}$, about ten times the deviation from the average. Its radius exceeds that of 6p$_{1/2}$ by $0.34630/2.99777=11.6\%$. When the two 6p levels are not occupied in proportion to $2j+1$, or when their splitting matters, the spin-orbit term must be restored. The real lead atom is such a case, since its ground configuration is close to 6p$_{1/2}^2$. If both 6p electrons are placed in 6p$_{1/2}$ in the Dirac calculation, the energy deviations become about $-40$, $-30$ and $-16$ millihartree for 5d, 6s and 6p. Then 5d is worst in absolute energy, while 6p remains worst in relative energy. The rankings above belong to the $2j+1$ filling.

## Variation 1: is the 6p error purely quadratic?

**Question.** In the fixed KH potential, the averaged 6p shift $\bar E(\lambda)-E_{\rm KH}$ is $-1.5858$ microhartree at $\lambda=0.02$ and $-6.3649$ microhartree at $\lambda=0.04$. Find the power law and extrapolate it to $\lambda=1$.

**Solution.** Doubling $\lambda$ multiplies the shift by $6.3649/1.5858=4.014$. The power is $\log_2 4.014=2.005$, in agreement with (5). A purely quadratic law would give, at full strength,

$$\frac{-1.5858\times10^{-6}}{(0.02)^2}=-3.96\times10^{-3}\ \text{hartree}.$$

The computed shift at $\lambda=1$ is $-5.29$ millihartree, the negative of the equation error in part 4. The ratio of shift to $\lambda^2$ is $-3.9645$ millihartree at $\lambda=0.02$ and $-3.9781$ at $\lambda=0.04$, which extrapolates linearly to $2(-3.9645)-(-3.9781)=-3.95$ at $\lambda=0$. The quadratic term thus supplies about three quarters of the full shift; the remaining $-1.34$ millihartree comes from higher orders. Second-order reasoning gives the right sign and size here, but not an accurate value.

## Variation 2: what happens at the nucleus?

**Question.** Find the power $P\sim r^\gamma$ near a point nucleus for the KH p level and for the two Dirac p levels.

**Solution.** As $r\to0$, $V\to-Z/r$, so $2Mcr\to Z/c$ and $M'/M\to-1/r$. The spin-orbit term in the bracket of (3), multiplied by $r$, tends to $-sc/Z$. The leading equations are

$$rP'=P+\frac Zc F,\qquad rF'=-F+\left[\frac{c}{Z}\bigl(l(l+1)-s\bigr)-\frac Zc\right]P.$$

Put $P=Ar^\gamma$ and $F=Br^\gamma$. The first equation gives $(\gamma-1)A=(Z/c)B$; the second gives $(\gamma+1)B=[\cdots]A$. Multiplying them,

$$\gamma^2=1+l(l+1)-s-\left(\frac Zc\right)^2.$$

For lead, $(Z/c)^2=(82/137.036)^2=0.358$. With $l=1$:

- KH, $s=0$: $\gamma=\sqrt{2.642}=1.63$.
- Dirac p$_{1/2}$, $s=2$: $\gamma=\sqrt{0.642}=0.80$.
- Dirac p$_{3/2}$, $s=-1$: $\gamma=\sqrt{3.642}=1.91$.

Since $g=P/r$, the KH function vanishes at the nucleus as $r^{0.63}$, while the p$_{1/2}$ function diverges weakly as $r^{-0.20}$. The KH function cannot reproduce this behaviour, so it is unsuitable for p$_{1/2}$ properties that depend on the region near the nucleus, even where its mean radius is close to the average. These exponents belong to a point nucleus; a nucleus of finite size removes the divergence.

## Computed results

```
Z = 82; electrons = 82; c = 137.035999 a.u.
grid: 900 points, 1.0e-06 to 50.0 bohr
SCF cycles: Dirac 13, KH 10
largest relative Sommerfeld energy error: 1.0e-07
largest error of eliminated equation: 2.5e-07 hartree
6p energy change on halving the step: 7.4e-08 hartree
self-consistent Dirac spinors: energy (hartree), <r> (bohr)
  5d j=5/2: -0.741507, 1.32919
  5d j=3/2: -0.837107, 1.27905
  6s j=1/2: -0.450770, 2.30743
  6p j=3/2: -0.121778, 3.49908
  6p j=1/2: -0.177140, 2.99777
self-consistent levels: KH E, mean E (hartree); KH r, mean r (bohr)
  5d: -0.782532, -0.779747; 1.30701, 1.30913
  6s: -0.452676, -0.450770; 2.30457, 2.30743
  6p: -0.136061, -0.140232; 3.34407, 3.33198
self-consistent KH - mean: E (mhartree, %), r (bohr, %)
  5d: -2.785, -0.357; -0.00212, -0.162
  6s: -1.905, -0.423; -0.00285, -0.124
  6p: 4.171, 2.974; 0.01209, 0.363
common KH potential, KH - mean: E (mhartree, %), r (bohr, %)
  5d: 1.949, 0.248; 0.00011, 0.008
  6s: -0.000, -0.000; 0.00000, 0.000
  6p: 5.292, 3.744; 0.02170, 0.653
part due to change of potential: E (mhartree), r (bohr)
  5d: -4.734, -0.00223
  6s: -1.905, -0.00285
  6p: -1.121, -0.00961
spin-orbit splitting (hartree, % of |mean E|); radius spread (%)
  5d: 0.095601, 12.26; 3.83
  6p: 0.055362, 39.48; 15.05
6p averaged shift at so=0.02: -1.5858 microhartree
6p averaged shift at so=0.04: -6.3649 microhartree
measured power of spin-orbit strength: 2.005
6p self-consistent deviation: 0.1135 eV
6p common-potential deviation: 0.1440 eV
worst level by |dE|, |dE/E|, |dr|, |dr/r|
  self-consistent: 6p, 6p, 6p, 6p
  common potential: 6p, 6p, 6p, 6p
```
